# Local Phonon Heating from the Energy Moment of the Electron Boltzmann Equation: a program that tests the result

```python
"""
Result under test: the net energy given to phonons per length and time is
    Q = J*E - dW/dt - dS/dx,
where J is the electric current, E the field, W the electron band energy per
length and S its flux. Q is found by counting phonons in a solution of the
Boltzmann equation; the right side is found from moments of the distribution.

Model: a wire with linear bands, right movers fR(x,H) and left movers fL(x,H).
H is total energy, U(x) the potential energy, H-U the band energy.
Optical phonons of energy PHONON scatter electrons between the two directions.
Elastic scattering does the same without energy exchange.
Units inside the program: eV, nm, fs, elementary charge.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import trapezoid
from scipy.special import expit

PLANCK = sc.h / sc.e * 1e15          # eV fs
TEMPERATURE = 300.0                  # K
KT = sc.k * TEMPERATURE / sc.e       # eV
SPEED = 0.8                          # nm/fs
CHANNELS = 4                         # two subbands times two spins
PHONON = 0.2                         # eV
SHIFT = 10                           # energy-grid steps in one phonon energy
DE = PHONON / SHIFT
BIAS = 0.5                           # V
LENGTH, LEAD, FIELD_LENGTH = 350.0, 75.0, 200.0   # nm
PATH_OPTICAL, PATH_ELASTIC = 20.0, 300.0          # nm
H = np.arange(-55, 31) * DE          # total-energy grid, eV
DOS = CHANNELS / (PLANCK * SPEED)    # states per eV and nm, one direction
TO_W_PER_M = sc.e / 1e-15 / 1e-9
TO_MICROWATT = sc.e / 1e-15 * 1e6
TO_MICROAMP = sc.e / 1e-15 * 1e6


def fermi(energy):
    return expit(-energy / KT)


def above(a, fill):
    """Value at an energy one phonon higher."""
    out = np.full_like(a, fill)
    out[..., :-SHIFT] = a[..., SHIFT:]
    return out


def below(a, fill):
    """Value at an energy one phonon lower."""
    out = np.full_like(a, fill)
    out[..., SHIFT:] = a[..., :-SHIFT]
    return out


def collision(fR, fL, nRL, nLR, rate_op, rate_el):
    """Golden-rule gain and loss of each electron state.
    nRL[E]: occupation of the phonon emitted in R(E) -> L(E-PHONON);
    nLR[E]: the same for L(E) -> R(E-PHONON)."""
    R_up, R_dn = above(fR, 0.0), below(fR, 1.0)
    L_up, L_dn = above(fL, 0.0), below(fL, 1.0)
    nRL_up, nLR_up = above(nRL, 0.0), above(nLR, 0.0)
    gain_R = (nLR_up + 1) * L_up + nRL * L_dn
    loss_R = (nRL + 1) * (1 - L_dn) + nLR_up * (1 - L_up)
    gain_L = (nRL_up + 1) * R_up + nLR * R_dn
    loss_L = (nLR + 1) * (1 - R_dn) + nRL_up * (1 - R_up)
    elastic = rate_el * (fL - fR)
    return (rate_op * (gain_R * (1 - fR) - loss_R * fR) + elastic,
            rate_op * (gain_L * (1 - fL) - loss_L * fL) - elastic)


def net_phonons(fR, fL, nRL, nLR):
    """Emissions minus absorptions, summed over energy, for unit rate."""
    R_dn, L_dn = below(fR, 1.0), below(fL, 1.0)
    emitted = (nRL + 1) * fR * (1 - L_dn) + (nLR + 1) * fL * (1 - R_dn)
    absorbed = nRL * L_dn * (1 - fR) + nLR * R_dn * (1 - fL)
    return np.sum(emitted - absorbed, axis=-1)


# --- Force term: integration by parts over a two-dimensional zone ---
k = 2 * np.pi * np.arange(64) / 64
kx, ky = np.meshgrid(k, k, indexing="ij")
force = np.array([0.3, -0.7])


def trial(px, py):
    return expit(1.5 * np.sin(px) + np.cos(py - 0.4) + 0.5 * np.sin(px + py))


band = -np.cos(kx) - 0.6 * np.cos(ky) + 0.3 * np.cos(kx + ky)
vel_x = np.sin(kx) - 0.3 * np.sin(kx + ky)
vel_y = 0.6 * np.sin(ky) - 0.3 * np.sin(kx + ky)
d = 1e-4
slope = (trial(kx + d * force[0], ky + d * force[1])
         - trial(kx - d * force[0], ky - d * force[1])) / (2 * d)
force_moment = np.mean(band * slope)
work_moment = -np.mean((force[0] * vel_x + force[1] * vel_y) * trial(kx, ky))
assert abs(work_moment) > 1e-3
assert abs(force_moment - work_moment) < 1e-6

# --- Position-dependent band: drift and band force form total derivatives ---
X, K = sp.symbols("x k", real=True)
eps_s, f_s = sp.Function("eps")(X, K), sp.Function("f")(X, K)
left = eps_s * (sp.diff(eps_s, K) * sp.diff(f_s, X)
                - sp.diff(eps_s, X) * sp.diff(f_s, K))
right = (sp.diff(eps_s * sp.diff(eps_s, K) * f_s, X)
         - sp.diff(eps_s * sp.diff(eps_s, X) * f_s, K))
assert sp.expand((left - right).doit()) == 0

# --- Collision energy loss with arbitrary electron and phonon occupations ---
rng = np.random.default_rng(4)
ones, zeros = np.ones(SHIFT), np.zeros(SHIFT)
rR = np.concatenate([ones, rng.random(40), zeros])
rL = np.concatenate([ones, rng.random(40), zeros])
n1, n2 = 2 * rng.random(60), 2 * rng.random(60)
cR, cL = collision(rR, rL, n1, n2, 1.0, 0.7)
electron_loss = -np.sum(np.arange(60) * DE * (cR + cL))
phonon_gain = PHONON * net_phonons(rR, rL, n1, n2)
assert abs(phonon_gain) > 1e-2
assert abs(electron_loss - phonon_gain) < 1e-10

# --- Electron-electron collisions on equally spaced levels ---
m = 10
level = np.arange(m)
i, j, p, q = np.meshgrid(level, level, level, level, indexing="ij")
w = rng.random((m, m, m, m))
w = w + w.transpose(2, 3, 0, 1)
w = (w + w.transpose(1, 0, 3, 2)) * (i + j == p + q)
g = rng.random(m)
c_ee = np.sum(w * ((1 - g[i]) * (1 - g[j]) * g[p] * g[q]
                   - g[i] * g[j] * (1 - g[p]) * (1 - g[q])), axis=(1, 2, 3))
assert np.max(np.abs(c_ee)) > 1e-2
assert abs(np.sum(level * c_ee)) < 1e-10

# --- Thermal equilibrium gives no net phonon production ---
bose = 1 / np.expm1(PHONON / KT)
occ = np.full(H.size, bose)
f_eq = fermi(H + BIAS / 2)
assert abs(net_phonons(f_eq, f_eq, occ, occ)) < 1e-8


def local_potential(x):
    """Potential energy and its slope; the field fills the middle section."""
    u = np.clip((x - LEAD) / FIELD_LENGTH, 0, 1)
    U = -BIAS * (u - np.sin(2 * np.pi * u) / (2 * np.pi))
    return U, -BIAS * (1 - np.cos(2 * np.pi * u)) / FIELD_LENGTH


def moments(fR, fL, U):
    """Density, band energy, particle flux, energy flux."""
    eps = H[None, :] - U[:, None]
    excess = fR + fL - 2 * fermi(eps)     # static neutral reference removed
    diff = fR - fL
    return (DOS * DE * excess.sum(1), DOS * DE * (eps * excess).sum(1),
            DOS * SPEED * DE * diff.sum(1),
            DOS * SPEED * DE * (eps * diff).sum(1))


def run(dx, optical=True, t_probe=100.0, t_end=4000.0):
    """Follow electrons along their paths, with second-order collisions."""
    x = np.arange(int(round(LENGTH / dx)) + 1) * dx
    U, dU = local_potential(x)
    dt = dx / SPEED
    rate_op = SPEED / PATH_OPTICAL if optical else 0.0
    rate_el = SPEED / PATH_ELASTIC
    fR = fermi(H[None, :] - U[:, None])
    fL = fR.copy()
    inject_R, inject_L = fermi(H), fermi(H + BIAS)

    def step(fR, fL):
        aR, aL = collision(fR, fL, occ, occ, rate_op, rate_el)
        pR, pL = np.empty_like(fR), np.empty_like(fL)
        pR[0], pL[-1] = inject_R, inject_L
        pR[1:] = fR[:-1] + dt * aR[:-1]
        pL[:-1] = fL[1:] + dt * aL[1:]
        bR, bL = collision(pR, pL, occ, occ, rate_op, rate_el)
        pR[1:] = fR[:-1] + dt / 2 * (aR[:-1] + bR[1:])
        pL[:-1] = fL[1:] + dt / 2 * (aL[1:] + bL[:-1])
        return pR, pL

    def balance(before, now, after):
        old, mid, new = (moments(*s, U) for s in (before, now, after))
        current, field = -mid[2], dU          # electron charge is -1
        return dict(
            joule=current * field,
            storage=(new[1] - old[1]) / (2 * dt),
            divergence=np.gradient(mid[3], dx, edge_order=2),
            heat=PHONON * DOS * DE * rate_op * net_phonons(*now, occ, occ),
            particle_storage=(new[0] - old[0]) / (2 * dt),
            particle_div=np.gradient(mid[2], dx, edge_order=2),
            flux=mid[2], energy_flux=mid[3], state=now)

    probe = int(round(t_probe / dt))
    last = int(round(t_end / dt))
    results, before, now = [], None, (fR, fL)
    for n in range(last + 1):
        after = step(*now)
        if n in (probe, last):
            results.append(balance(before, now, after))
        before, now = now, after
    return x, results[0], results[1]


def formula(b):
    return b["joule"] - b["storage"] - b["divergence"]


def misfit(b):
    """Largest mismatch inside the wire, relative to the largest heating."""
    return (np.max(np.abs(b["heat"] - formula(b))[1:-1])
            / np.max(np.abs(b["heat"])))


x2, early2, steady2 = run(2.0)
x, early, steady = run(1.0)
err = [misfit(b) for b in (early2, early, steady2, steady)]
# Second-order differences on a 1 nm grid justify the one-percent tolerance.
assert err[1] < 0.01 and err[3] < 0.01
# Halving the grid must cut the error faster than a first-order method would.
assert err[0] / err[1] > 2.5 and err[2] / err[3] > 2.5

# Particle continuity, which makes the choice of energy zero harmless.
continuity = (np.max(np.abs(early["particle_storage"]
                            + early["particle_div"])[1:-1])
              / np.max(np.abs(early["particle_div"])))
assert continuity < 0.01

# Dropping terms must spoil the balance.
naive_early = (np.max(np.abs(early["heat"] - early["joule"]))
               / np.max(early["heat"]))
naive_steady = (np.max(np.abs(steady["heat"] - steady["joule"]))
                / np.max(steady["heat"]))
assert naive_early > 0.2 and naive_steady > 0.2

# Steady state: uniform current and total power balance.
flux = np.mean(steady["flux"])
assert np.max(np.abs(steady["flux"] / flux - 1)) < 1e-3
assert np.max(np.abs(steady["storage"])) < 1e-3 * np.max(steady["joule"])
power = flux * BIAS
heat_total = trapezoid(steady["heat"], x)
to_right = steady["energy_flux"][-1]
to_left = -steady["energy_flux"][0]
assert abs(power - heat_total - to_right - to_left) < 0.005 * power
outside = (x <= LEAD)
heat_ends = (trapezoid(steady["heat"][outside], x[outside])
             + trapezoid(steady["heat"][::-1][outside], x[outside]))
assert heat_ends > 0.05 * heat_total

# The same steady distribution with a uniform field along the whole wire.
U_uniform = -BIAS * x / LENGTH
S_uniform = moments(*steady["state"], U_uniform)[3]
joule_uniform = steady["flux"] * BIAS / LENGTH
div_uniform = np.gradient(S_uniform, x, edge_order=2)
err_uniform = (np.max(np.abs(steady["heat"] - joule_uniform
                             + div_uniform)[1:-1]) / np.max(steady["heat"]))
assert err_uniform < 0.01

# Elastic control: resistance without phonon heating inside the wire.
xe, _, elastic = run(2.0, optical=False)
flux_el = np.mean(elastic["flux"])
landauer = CHANNELS / PLANCK * BIAS / (1 + LENGTH / PATH_ELASTIC)
assert abs(flux_el / landauer - 1) < 1e-3
elastic_rest = np.max(np.abs(formula(elastic))[1:-1]) / np.max(elastic["joule"])
assert elastic_rest < 0.01
elastic_contacts = elastic["energy_flux"][-1] - elastic["energy_flux"][0]
assert abs(elastic_contacts / (flux_el * BIAS) - 1) < 0.005

print(f"temperature: {TEMPERATURE:.0f} K; thermal energy: {KT:.5f} eV")
print(f"band velocity: {SPEED:.1f} nm/fs; channels per direction: {CHANNELS}")
print(f"phonon energy: {PHONON:.2f} eV; phonon occupation: {bose:.3e}")
print(f"wire length: {LENGTH:.0f} nm; field section: {LEAD:.0f} to "
      f"{LEAD + FIELD_LENGTH:.0f} nm")
print(f"optical length: {PATH_OPTICAL:.0f} nm; elastic length: "
      f"{PATH_ELASTIC:.0f} nm")
print(f"bias: {BIAS:.2f} V; peak field magnitude: "
      f"{2 * BIAS / FIELD_LENGTH * 1e3:.2f} mV/nm")
for name, b in (("100 fs", early), ("steady", steady)):
    print(f"{name}: terms in W/m")
    for place in (40, 120, 175):
        a = int(np.argmin(abs(x - place)))
        vals = [b[key][a] * TO_W_PER_M + 0.0 for key in
                ("joule", "storage", "divergence", "heat")]
        print(f" x={place} nm: J*E {vals[0]:.3f}, dW/dt {vals[1]:.3f}, "
              f"dS/dx {vals[2]:.3f}")
        print(f"   phonon count {vals[3]:.3f}, formula "
              f"{formula(b)[a] * TO_W_PER_M:.3f}")
print("100 fs, whole wire, in microwatt:")
for label, key in (("J*E", "joule"), ("dW/dt", "storage"),
                   ("phonon heating", "heat")):
    print(f" {label}: {trapezoid(early[key], x) * TO_MICROWATT:.3f}")
print(f"steady current magnitude: {flux * TO_MICROAMP:.3f} microampere")
print(f"steady input power: {power * TO_MICROWATT:.3f} microwatt")
print(f"steady phonon heating: {heat_total * TO_MICROWATT:.3f} microwatt")
print(f"energy flow to left contact: {to_left * TO_MICROWATT:.3f} microwatt")
print(f"energy flow to right contact: {to_right * TO_MICROWATT:.3f} microwatt")
print(f"heating in field-free ends: {100 * heat_ends / heat_total:.2f} percent")
centre = x.size // 2
print("uniform field, centre, in W/m:")
print(f" J*E {joule_uniform[centre] * TO_W_PER_M:.3f}, dS/dx "
      f"{div_uniform[centre] * TO_W_PER_M:.3f}")
hartree = sc.physical_constants["Hartree energy"][0]
a_time = sc.physical_constants["atomic unit of time"][0]
a_len = sc.physical_constants["Bohr radius"][0]
heat_au = steady["heat"][centre] * TO_W_PER_M * a_time * a_len / hartree
print(f"steady central heating: {heat_au:.4e} atomic units")
print(f"elastic control current: {flux_el * TO_MICROAMP:.3f} microampere")
print(f"elastic Landauer current: {landauer * TO_MICROAMP:.3f} microampere")
print(f"elastic input power: {flux_el * BIAS * TO_MICROWATT:.3f} microwatt")
print(f"elastic power to contacts: {elastic_contacts * TO_MICROWATT:.3f} "
      "microwatt")
print(f"largest mismatch at 100 fs, 2 and 1 nm grids: {100 * err[0]:.4f}, "
      f"{100 * err[1]:.4f} percent")
print(f"largest steady mismatch, 2 and 1 nm grids: {100 * err[2]:.4f}, "
      f"{100 * err[3]:.4f} percent")
print(f"mismatch if Q=J*E, 100 fs and steady: {100 * naive_early:.1f}, "
      f"{100 * naive_steady:.1f} percent")
print("all assertions hold")
```

It prints:

```
temperature: 300 K; thermal energy: 0.02585 eV
band velocity: 0.8 nm/fs; channels per direction: 4
phonon energy: 0.20 eV; phonon occupation: 4.369e-04
wire length: 350 nm; field section: 75 to 275 nm
optical length: 20 nm; elastic length: 300 nm
bias: 0.50 V; peak field magnitude: 5.00 mV/nm
100 fs: terms in W/m
 x=40 nm: J*E 0.000, dW/dt 7.778, dS/dx -7.870
   phonon count 0.092, formula 0.092
 x=120 nm: J*E 53.014, dW/dt 14.428, dS/dx 0.868
   phonon count 37.735, formula 37.717
 x=175 nm: J*E 151.259, dW/dt -9.405, dS/dx 69.479
   phonon count 91.200, formula 91.184
steady: terms in W/m
 x=40 nm: J*E 0.000, dW/dt 0.001, dS/dx -14.735
   phonon count 14.736, formula 14.734
 x=120 nm: J*E 42.429, dW/dt -0.002, dS/dx 21.132
   phonon count 21.304, formula 21.300
 x=175 nm: J*E 100.591, dW/dt 0.003, dS/dx 69.812
   phonon count 30.774, formula 30.776
100 fs, whole wire, in microwatt:
 J*E: 13.985
 dW/dt: 4.612
 phonon heating: 9.375
steady current magnitude: 20.119 microampere
steady input power: 10.059 microwatt
steady phonon heating: 6.797 microwatt
energy flow to left contact: 1.632 microwatt
energy flow to right contact: 1.632 microwatt
heating in field-free ends: 32.81 percent
uniform field, centre, in W/m:
 J*E 28.740, dS/dx -2.030
steady central heating: 9.0351e-09 atomic units
elastic control current: 35.760 microampere
elastic Landauer current: 35.760 microampere
elastic input power: 17.880 microwatt
elastic power to contacts: 17.880 microwatt
largest mismatch at 100 fs, 2 and 1 nm grids: 0.0770, 0.0193 percent
largest steady mismatch, 2 and 1 nm grids: 0.1409, 0.0351 percent
mismatch if Q=J*E, 100 fs and steady: 65.9, 226.9 percent
all assertions hold
```
